# Oxygen Permeability of Internally Oxidized Alloys with Aligned Oxide Rods: verification in Python

```python
"""
Result under test: oxygen permeability of an internally oxidized zone whose
oxide rods (radius r, volume fraction f) lie along the growth direction:
    D_eff/D_m = 1 - f + f*a*(beta - 1),   a = (1 + delta/r)**2 - 1
D_m   : oxygen diffusivity in the metal
delta : thickness of the interface film round each rod (on the metal side)
beta  : s*D_i/D_m, with film diffusivity D_i and segregation factor s
Depth of the zone: xi**2 = 2*c_s*D_eff*t/(nu*c_B), where c_s is dissolved
oxygen at the surface, c_B bound solute per zone volume, nu oxygen per solute.
Cell lengths are in nm; kinetics are in cm, s and mol.
"""
import numpy as np
from scipy.constants import hour
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import erf, erfcx

# Rough typical values for Ni-Al near 1273 K
temperature = 1273.0
x_al = 0.02            # atomic fraction of Al
x_o = 5e-4             # atomic fraction of dissolved O at the surface
d_metal = 1e-8         # cm2/s, O in Ni
d_al = 2e-11           # cm2/s, Al in Ni
v_ni = 6.6             # cm3/mol
v_alumina = 12.8       # cm3 per mol Al
v_spinel = 20.0        # cm3 per mol Al
nu = 1.5
time = 20 * hour
# Chosen microstructure and film parameters
r_rod = 50.0           # nm
delta = 1.0            # nm
segregation = 10.0
d_film = 2e-6          # cm2/s
beta = segregation * d_film / d_metal


def film_to_rod_area(r, thickness=delta):
    return (1 + thickness / r) ** 2 - 1


def enhancement(f, r=r_rod, b=beta, thickness=delta):
    return 1 - f + f * film_to_rod_area(r, thickness) * (b - 1)


def rod_fraction(x, v_oxide=v_alumina, ni_per_al=0.0):
    oxide = x * v_oxide
    return oxide / (oxide + (1 - x - ni_per_al * x) * v_ni)


def depth_cm(f, ratio, v_oxide=v_alumina, oxygen_per_al=nu):
    bound = oxygen_per_al * f / v_oxide
    return np.sqrt(2 * (x_o / v_ni) * d_metal * ratio * time / bound)


# ---------- finite-volume solution of one cylindrical cell ----------
def graded(length, first, growth=1.3):
    n = int(np.ceil(np.log(1 + length * (growth - 1) / first) / np.log(growth)))
    w = growth ** np.arange(n)
    return w * length / w.sum()


def radial_grid(f):
    r_cell = r_rod / np.sqrt(f)
    widths = np.concatenate((graded(r_rod, delta)[::-1], [delta],
                             graded(r_cell - r_rod - delta, delta)))
    edges = np.concatenate(([0.0], np.cumsum(widths)))
    return edges, 0.5 * (edges[1:] + edges[:-1])


def rod_column(centres, b):
    """Relative conductivity across a section through the rod."""
    return np.where(centres < r_rod, 1e-9,
                    np.where(centres < r_rod + delta, b, 1.0))


def cell_conductance(k, edges, dz, sink):
    """Flux for activity 1 on the left face and 0 on the sink rings (right)."""
    nr, nz = k.shape
    centres = 0.5 * (edges[1:] + edges[:-1])
    area = np.pi * np.diff(edges ** 2)
    half = dz[None, :] / (2 * k * area[:, None])
    g_axial = 1 / (half[:, :-1] + half[:, 1:])
    outer = np.log(edges[1:] / centres)[:-1, None]
    inner = np.log(centres[1:] / edges[1:-1])[:, None]
    g_radial = 2 * np.pi * dz[None, :] / (outer / k[:-1] + inner / k[1:])
    idx = np.arange(nr * nz).reshape(nr, nz)
    p = np.concatenate((idx[:, :-1].ravel(), idx[:-1].ravel()))
    q = np.concatenate((idx[:, 1:].ravel(), idx[1:].ravel()))
    g = np.concatenate((g_axial.ravel(), g_radial.ravel()))
    diag = np.zeros(nr * nz)
    np.add.at(diag, p, g)
    np.add.at(diag, q, g)
    g_in = 1 / half[:, 0]
    diag[idx[:, 0]] += g_in
    diag[idx[:, -1]] += np.where(sink, 1 / half[:, -1], 0.0)
    rhs = np.zeros(nr * nz)
    rhs[idx[:, 0]] = g_in
    every = idx.ravel()
    matrix = coo_matrix((np.concatenate((-g, -g, diag)),
                         (np.concatenate((p, q, every)),
                          np.concatenate((q, p, every))))).tocsc()
    u = spsolve(matrix, rhs)
    return np.sum(g_in * (1 - u[idx[:, 0]]))


def tip_sink_cell(f, b):
    """Oxygen is consumed only at the rod tip; compare two rod lengths."""
    edges, centres = radial_grid(f)
    column = rod_column(centres, b)
    short = np.concatenate((np.full(40, 50.0), graded(1000.0, delta)[::-1]))
    long = np.concatenate((np.full(60, 50.0), short))
    sink = centres < r_rod + delta
    section = np.pi * edges[-1] ** 2
    res = [section / cell_conductance(np.tile(column[:, None], (1, len(dz))),
                                      edges, dz, sink) for dz in (short, long)]
    ratio = (long.sum() - short.sum()) / (res[1] - res[0])
    return ratio, res[0] * ratio - short.sum()


def broken_rod_ratio(f, segment, gap):
    """Rod segments with film-covered ends, separated by metal gaps."""
    edges, centres = radial_grid(f)
    body = graded(segment / 2, delta)[::-1]
    metal = graded(gap / 2 - delta, delta)
    dz = np.concatenate((body, [delta], metal))
    cap = np.where(centres < r_rod + delta, beta, 1.0)
    k = np.column_stack([rod_column(centres, beta)] * len(body) + [cap]
                        + [np.ones_like(centres)] * len(metal))
    g = cell_conductance(k, edges, dz, np.ones(len(centres), bool))
    return g * dz.sum() / (np.pi * edges[-1] ** 2)


f_rod = rod_fraction(x_al)
a_film = film_to_rod_area(r_rod)
ratio = enhancement(f_rod)
ratio_cell, tip_length = tip_sink_cell(f_rod, beta)
assert abs(ratio_cell / ratio - 1) < 1e-4

# The threshold must leave the permeability unchanged at any rod fraction
beta_threshold = 1 + 1 / a_film
for f_test in (f_rod, 3 * f_rod):
    assert abs(tip_sink_cell(f_test, beta_threshold)[0] - 1) < 1e-4
assert tip_sink_cell(f_rod, 0.5 * beta_threshold)[0] < 1

gap = 50.0
broken_short = broken_rod_ratio(f_rod, 2000.0, gap)
broken_long = broken_rod_ratio(f_rod, 20000.0, gap)
assert broken_short < broken_long < ratio

# ---------- growth of the zone ----------
c_s = x_o / v_ni
c_b = f_rod / v_alumina
d_eff = ratio * d_metal
g_film = f_rod * a_film
kappa = 1 - f_rod - g_film + g_film * segregation
storage = kappa * c_s / (nu * c_b)
xi = depth_cm(f_rod, ratio)
xi_metal = depth_cm(f_rod, 1.0)


def front_gamma(phi=None):
    def balance(y):
        if phi is None:
            return np.sqrt(np.pi) * y * np.exp(y * y) * erf(y) - storage
        root = np.sqrt(phi)
        return np.exp(y * y) * erf(y) / (root * erfcx(y * root)) - storage
    return brentq(balance, 1e-8, 1.0, xtol=1e-14)


def simulated_fill_time(n=30):
    """Cells bind oxygen until their solute is used up; the front emerges."""
    dx = xi / n
    dt = 0.3 * kappa * dx ** 2 / d_eff
    capacity = nu * c_b
    total = np.zeros(n)
    flux = np.zeros(n + 1)
    steps = 0
    while total[-1] < capacity:
        c = np.maximum(total - capacity, 0.0) / kappa
        flux[0] = 2 * (c_s - c[0])
        flux[1:-1] = c[:-1] - c[1:]
        total += 0.3 * kappa * (flux[:-1] - flux[1:])
        steps += 1
    return steps * dt


gamma = front_gamma()
d_chem = d_eff / kappa
xi_storage = 2 * gamma * np.sqrt(d_chem * time)
t_sim = simulated_fill_time()
assert abs(t_sim / (xi ** 2 / (4 * gamma ** 2 * d_chem)) - 1) < 3e-3
assert abs(t_sim / time - 1) < 1e-2   # neglected storage is of this size

# Mobile solute: check the front balance by integrating both profiles
phi = d_chem / d_al
gamma_mobile = front_gamma(phi)
xi_mobile = 2 * gamma_mobile * np.sqrt(d_chem * time)
options = dict(rtol=1e-10, atol=1e-14, method="LSODA")
oxygen = solve_ivp(lambda e, y: [y[1], -2 * e * y[1]],
                   (gamma_mobile, 0.0), [0.0, -1.0], **options).y[0, -1]
solute = solve_ivp(lambda e, y: [y[1], -2 * phi * e * y[1]],
                   (gamma_mobile, gamma_mobile + 0.15), [0.0, 1.0],
                   **options).y[0, -1]
supply = d_eff * c_s / oxygen
demand = nu * d_al * c_b / solute
assert abs(supply / demand - 1) < 1e-5

# ---------- tilt: transverse conduction of a film-coated rod ----------
r_cell = r_rod / np.sqrt(f_rod)
log_film = np.log(1 + delta / r_rod)
log_metal = np.log(r_cell / (r_rod + delta))
q_film = beta * np.tanh(log_film)
t_metal = np.tanh(log_metal)
transverse = (q_film + t_metal) / (1 + q_film * t_metal)
q_num = 0.0
for k_layer, span in ((beta, log_film), (1.0, log_metal)):
    q_num = solve_ivp(lambda s, q: k_layer - q * q / k_layer, (0.0, span),
                      [q_num], **options).y[0, -1]
assert abs(q_num / transverse - 1) < 1e-6
tilt = 20.0
cos2 = np.cos(np.radians(tilt)) ** 2
ratio_tilt = ratio * cos2 + transverse * (1 - cos2)

# ---------- coarsening: radius doubles linearly from surface to front ----------
r_front = 2 * r_rod
mean_resistance = quad(lambda y: 1 / enhancement(
    f_rod, r_rod + y * (r_front - r_rod)), 0, 1)[0]
ratio_coarse = 1 / mean_resistance
A = 1 - f_rod
B = 2 * f_rod * delta * (beta - 1)
closed = 1 / A - B / (A ** 2 * (r_front - r_rod)) * np.log(
    (A * r_front + B) / (A * r_rod + B))
# closed form uses the thin-film area, an error of order delta/(2 r) = 1 %
assert abs(closed * ratio_coarse - 1) < 0.012

# ---------- other limits ----------
f_spinel = rod_fraction(x_al, v_spinel, ni_per_al=0.5)
ratio_spinel = enhancement(f_spinel)
xi_spinel = depth_cm(f_spinel, ratio_spinel, v_spinel, 2.0)
ratio_same_product = enhancement(f_rod, b=2 * beta, thickness=delta / 2)
thin_ratio = 1 - f_rod + 2 * f_rod * delta / r_rod * (beta - 1)
assert abs(thin_ratio / ratio - 1) < delta / r_rod
lateral_time = (r_cell * 1e-7) ** 2 / d_metal
um = 1e4

print(f"temperature: {temperature:.0f} K; time: {time / hour:.0f} h")
print(f"Al content: {100 * x_al:.1f} at.%")
print(f"dissolved O at surface: {100 * x_o:.3f} at.%")
print(f"D of O in Ni: {d_metal:.1e} cm2/s")
print(f"D of Al in Ni: {d_al:.1e} cm2/s")
print(f"molar volume Ni: {v_ni:.1f} cm3/mol")
print(f"alumina volume: {v_alumina:.1f} cm3 per mol Al")
print(f"rod radius: {r_rod:.0f} nm; film thickness: {delta:.1f} nm")
print(f"film D: {d_film:.1e} cm2/s; segregation s: {segregation:.0f}")
print(f"beta = s D_i/D_m: {beta:.0f}")
print(f"rod volume fraction f: {f_rod:.5f}")
print(f"cell radius R: {r_cell:.1f} nm")
print(f"film-to-rod area a: {a_film:.4f}")
print(f"film area fraction g: {g_film:.6f}")
print(f"threshold beta: {beta_threshold:.2f}")
print(f"P_eff/P_m, formula: {ratio:.4f}")
print(f"P_eff/P_m, cell solution: {ratio_cell:.4f}")
print(f"P_eff/P_m, thin-film form: {thin_ratio:.4f}")
print(f"share of flux in films: {100 * g_film * beta / ratio:.1f} %")
print(f"x_O D in metal: {x_o * d_metal:.2e} cm2/s")
print(f"x_O D_eff in zone: {x_o * d_eff:.3e} cm2/s")
print(f"x_O D_eff in zone: {x_o * d_eff * 1e-4:.3e} m2/s")
print(f"c_s: {c_s:.3e} mol/cm3; c_B: {c_b:.3e} mol/cm3")
print(f"depth with D_m only: {xi_metal * um:.1f} um")
print(f"depth with D_eff: {xi * um:.1f} um = {xi * 10:.4f} mm")
for x in (0.005, 0.01, 0.02, 0.04):
    fx = rod_fraction(x)
    ex = enhancement(fx)
    print(f"Al {100 * x:.1f} at.%: f {fx:.4f}, ratio {ex:.3f}, "
          f"depth {depth_cm(fx, ex) * um:.1f} um")
print(f"half delta, double beta: ratio {ratio_same_product:.4f}")
print(f"storage factor kappa: {kappa:.4f}; S: {storage:.5f}")
print(f"gamma, immobile Al: {gamma:.5f}")
print(f"simulated time to reach depth: {t_sim / hour:.3f} h")
print(f"depth with O storage: {xi_storage * um:.2f} um")
print(f"phi: {phi:.0f}; gamma, mobile Al: {gamma_mobile:.5f}")
print(f"depth with storage and mobile Al: {xi_mobile * um:.2f} um")
print(f"tip constriction adds: {tip_length:.0f} nm of length")
print(f"lateral equilibration time: {lateral_time:.3f} s")
print(f"O fraction in film at surface: {100 * segregation * x_o:.2f} at.%")
print(f"transverse D_t/D_m: {transverse:.4f}")
print(f"ratio, rods tilted {tilt:.0f} deg: {ratio_tilt:.3f}")
print(f"ratio, radius {r_rod:.0f} to {r_front:.0f} nm: {ratio_coarse:.3f}")
print(f"ratio, 2 um segments, {gap:.0f} nm gaps: {broken_short:.3f}")
print(f"ratio, 20 um segments, {gap:.0f} nm gaps: {broken_long:.3f}")
print(f"spinel volume: {v_spinel:.1f} cm3 per mol Al")
print(f"all-spinel zone: f {f_spinel:.4f}, ratio {ratio_spinel:.3f}")
print(f"all-spinel zone: depth {xi_spinel * um:.1f} um")
print("no test failed")
```

Printed output:

```
temperature: 1273 K; time: 20 h
Al content: 2.0 at.%
dissolved O at surface: 0.050 at.%
D of O in Ni: 1.0e-08 cm2/s
D of Al in Ni: 2.0e-11 cm2/s
molar volume Ni: 6.6 cm3/mol
alumina volume: 12.8 cm3 per mol Al
rod radius: 50 nm; film thickness: 1.0 nm
film D: 2.0e-06 cm2/s; segregation s: 10
beta = s D_i/D_m: 2000
rod volume fraction f: 0.03807
cell radius R: 256.2 nm
film-to-rod area a: 0.0404
film area fraction g: 0.001538
threshold beta: 25.75
P_eff/P_m, formula: 4.0367
P_eff/P_m, cell solution: 4.0367
P_eff/P_m, thin-film form: 4.0062
share of flux in films: 76.2 %
x_O D in metal: 5.00e-12 cm2/s
x_O D_eff in zone: 2.018e-11 cm2/s
x_O D_eff in zone: 2.018e-15 m2/s
c_s: 7.576e-05 mol/cm3; c_B: 2.974e-03 mol/cm3
depth with D_m only: 49.4 um
depth with D_eff: 99.3 um = 0.0993 mm
Al 0.5 at.%: f 0.0097, ratio 1.770, depth 130.7 um
Al 1.0 at.%: f 0.0192, ratio 2.532, depth 110.8 um
Al 2.0 at.%: f 0.0381, ratio 4.037, depth 99.3 um
Al 4.0 at.%: f 0.0748, ratio 6.963, depth 93.1 um
half delta, double beta: ratio 4.0222
storage factor kappa: 0.9758; S: 0.01657
gamma, immobile Al: 0.09077
simulated time to reach depth: 20.107 h
depth with O storage: 99.08 um
phi: 2068; gamma, mobile Al: 0.08950
depth with storage and mobile Al: 97.70 um
tip constriction adds: 47 nm of length
lateral equilibration time: 0.066 s
O fraction in film at surface: 0.50 at.%
transverse D_t/D_m: 1.0783
ratio, rods tilted 20 deg: 3.691
ratio, radius 50 to 100 nm: 3.030
ratio, 2 um segments, 50 nm gaps: 3.022
ratio, 20 um segments, 50 nm gaps: 3.903
spinel volume: 20.0 cm3 per mol Al
all-spinel zone: f 0.0588, ratio 5.690
all-spinel zone: depth 102.7 um
no test failed
```
